Voltage division between a ferroelectric film and a thin silica layer

**Problem**

A ferroelectric film, 100 nm thick and of relative permittivity 1000, lies on 10 nm of silica of relative permittivity 3.9. The stack is held between two wide parallel electrodes, one touching the film and the other touching the silica.

(a) What fraction of a change in the applied voltage appears across the film, and which layer takes the larger part?

(b) How does the answer depend on the silica thickness and on the film permittivity?

(c) What do a fixed polarization of the film and a fixed charge at the inner interface change?

(d) For how long after a voltage step does the answer hold if both layers conduct slightly?

(e) What does the silica cost an electro-optic modulator that uses the linear Pockels effect in the film?

**Solution**

**Model and signs.** The electrodes are much wider than the stack is thick, so fringing is neglected and the field is normal to the layers. Each layer is uniform. The film permittivity meant here is the component along the field, at the frequency of the drive. It is not the optical permittivity, which sets the refractive index.

The film electrode is at potential V and the silica electrode at zero. Fields are counted positive from film to silica. With thicknesses d_f and d_ox, the voltage drops across the layers are

V_f = E_f d_f,  V_ox = E_ox d_ox,  V = V_f + V_ox.

**(a) The division**

Apply Gauss's law to a flat box of area A that encloses a piece of the inner interface. The displacement D_ox leaves through the silica side, and D_f enters through the film side. If the interface carries free charge σ per area, then

D_ox A − D_f A = σ A, so D_ox − D_f = σ.

Take σ = 0 for now, and let both layers respond linearly, D = ε₀ ε E. Then

ε_f E_f = ε_ox E_ox, so E_ox = (ε_f/ε_ox) E_f.

The field in the silica is larger than that in the film by the ratio of the permittivities. Physically, the free charge on the electrodes alone would give the same field D/ε₀ in both layers. The bound charge on the faces of each layer reduces it, to 1/1000 of this value in the film but only to 1/3.9 in the silica.

Insert E_ox into the sum of the voltages:

V = E_f d_f + (ε_f/ε_ox) E_f d_ox = ε_f E_f (d_f/ε_f + d_ox/ε_ox).

The film voltage can be written in the same way, V_f = E_f d_f = ε_f E_f (d_f/ε_f). Dividing the two expressions removes ε_f E_f:

f = V_f/V = (d_f/ε_f) / (d_f/ε_f + d_ox/ε_ox).

What counts is therefore the thickness divided by the permittivity. For the two layers,

d_f/ε_f = 100 nm/1000 = 0.100 nm,
d_ox/ε_ox = 10 nm/3.9 = 2.564 nm,

and hence

f = 0.100/(0.100 + 2.564) = 0.0375.

The film receives about 4 % of the voltage and the silica about 96 %, although the silica is ten times thinner. For 1 V applied, the film has 37.5 mV and the silica 962 mV. The fields are

E_f = 37.5 mV/100 nm = 0.375 MV/m,
E_ox = 962 mV/10 nm = 96.2 MV/m.

The same result follows from the capacitances per area, C_f = ε₀ ε_f/d_f = 88.5 mF/m² and C_ox = ε₀ ε_ox/d_ox = 3.45 mF/m². Since d/ε = ε₀/C for each layer,

f = (1/C_f)/(1/C_f + 1/C_ox) = C_ox/(C_f + C_ox),

where the last step multiplies numerator and denominator by C_f C_ox. In a series connection the smaller capacitance takes the larger voltage. The stack as a whole has

C = C_f C_ox/(C_f + C_ox) = 3.32 mF/m²,

which is close to the value for the silica alone. A capacitance measurement on this stack would therefore say little about the film.

The direction of the field is essential. If the electrodes were placed so that the field ran along the layers, the tangential field would be continuous across the interface, because a static electric field has no circulation. Film and silica would then have equal fields beside the interface, and the division derived here would not apply.

**(b) Other thicknesses and permittivities**

Divide the numerator and denominator of f by d_f/ε_f:

f = 1/(1 + r),  r = ε_f d_ox/(ε_ox d_f).

Here r is the ratio of the silica voltage to the film voltage, 25.6 in the present case. The silica takes more than half when r > 1, that is, when

d_ox > d_f ε_ox/ε_f = 100 nm × 3.9/1000 = 0.39 nm.

Seen from the other side, the whole film acts electrically like 0.39 nm of silica. So small a thickness is a formal number, since a layer this thin is not a continuum with the permittivity of bulk silica. It does show how little oxide is needed.

The table gives a few cases, all with a film of 100 nm.

| Silica thickness | Film permittivity | Film share | Silica share |
|---|---|---|---|
| 1 nm | 1000 | 28.1 % | 71.9 % |
| 2 nm | 1000 | 16.3 % | 83.7 % |
| 5 nm | 1000 | 7.2 % | 92.8 % |
| 10 nm | 1000 | 3.8 % | 96.2 % |
| 20 nm | 1000 | 1.9 % | 98.1 % |
| 10 nm | 500 | 7.2 % | 92.8 % |
| 10 nm | 2000 | 1.9 % | 98.1 % |

Within this model, even 1 nm of silica takes most of the voltage. Real silica of 1 to 2 nm can conduct by direct tunnelling when states are available at the inner interface, so for these rows the leakage conditions of part (d) must be checked and may fail even at high frequency. The equal entries in the table have a simple reason: f depends on the product ε_f d_ox, so halving the film permittivity has the same effect as halving the silica thickness.

For r ≫ 1 the fraction is nearly 1/r, and the film share is then inversely proportional to both quantities. The approximation is too large by the factor (1 + r)/r = 1 + 1/r, which is about 4 % relative to f in the present case. An uncertainty of a factor of two in the film permittivity matters far more to the film share, but it leaves the answer to the second half of question (a) unchanged.

**(c) Fixed polarization and interface charge**

A ferroelectric can hold a polarization without an applied field. Let P be such a fixed part, positive towards the silica, in addition to the linear response:

D_f = ε₀ ε_f E_f + P.

The first term equals C_f V_f, because E_f = V_f/d_f. In the silica, D_ox = C_ox (V − V_f). Gauss's law at the interface, D_ox − D_f = σ, becomes

C_ox (V − V_f) − C_f V_f − P = σ.

Collect the terms in V_f:

(C_f + C_ox) V_f = C_ox V − P − σ,

V_f = f V − (P + σ)/(C_f + C_ox).

The second term does not contain V. Fixed charges shift the film voltage but leave its slope, dV_f/dV = f, unchanged. This is why question (a) asks about a change in voltage: the ratio of the total voltages is not f when P + σ differs from zero.

As an example, take P = 1 mC/m² and σ = 0. The shift is

−(1 mC/m²)/(88.54 + 3.45 mF/m²) = −10.9 mV.

At 1 V applied, the film voltage falls from 37.5 mV to 26.7 mV. This P is chosen small. Ferroelectrics such as barium titanate can hold more than 0.1 C/m², and the shift grows in proportion to P. An uncompensated 0.1 C/m² would shift the film voltage by −1.09 V and leave a film field of about −10 MV/m at 1 V applied. Such a field opposes the polarization and is too large for it to stay fixed. Take a simple double well, E = −aP + aP³/P_s², with spontaneous polarization P_s and slope 2a ≈ 1/(ε₀ ε_f) at P_s. The largest opposing field it sustains is P_s/(3√3 ε₀ ε_f), about 2 MV/m for P_s = 0.1 C/m². A uniform polarization of this size can therefore persist only if its bound charge is largely compensated; otherwise it shrinks or breaks into domains. The sign is that of a depolarizing field: positive bound charge at the interface raises the potential there and so lowers the drop across the film. Free charge σ = −P at the interface compensates the bound charge and removes the shift.

If the film responds nonlinearly, the same argument holds for small changes about a working point. One then writes dD_f = ε₀ ε_f dE_f, where ε_f is the differential permittivity at that point. A voltage swing large enough to switch the polarization is outside this description, because P is then no longer fixed.

**(d) Leakage**

Charge can collect at the interface if the layers conduct. Let their conductivities be g_f and g_ox, and define the conductances per area G_f = g_f/d_f and G_ox = g_ox/d_ox. The current density towards the interface is G_f V_f, and the current density away from it is G_ox (V − V_f). Conservation of charge gives

dσ/dt = G_f V_f − G_ox (V − V_f).

From part (c), σ = C_ox V − (C_f + C_ox) V_f − P. With P fixed, its time derivative is

dσ/dt = C_ox dV/dt − (C_f + C_ox) dV_f/dt.

Equating the two expressions and rearranging gives

(C_f + C_ox) dV_f/dt + (G_f + G_ox) V_f = C_ox dV/dt + G_ox V.

Consider a step from zero to V at t = 0, with P = 0 and no interface charge beforehand. During the sudden step no charge has time to cross the layers, so the film starts with V_f = f V. Afterwards dV/dt = 0. Define

s = G_ox/(G_f + G_ox),  τ = (C_f + C_ox)/(G_f + G_ox).

Division of the equation by G_f + G_ox gives τ dV_f/dt = −(V_f − s V). The difference V_f − s V therefore decays exponentially from its initial value (f − s)V:

V_f/V = s + (f − s) exp(−t/τ).

The early division is set by the capacitances and the final one by the resistances. The silica keeps more than half at late times if G_ox < G_f. For these thicknesses this means g_ox < g_f/10.

Two cases with chosen conductivities show both outcomes.

In the first, the film leaks more: g_f = 10⁻¹⁰ S/m and g_ox = 10⁻¹⁴ S/m. Then G_f = 10⁻³ S/m² and G_ox = 10⁻⁶ S/m². The relaxation time is 92 s, and the film share falls from 3.75 % to 0.10 %. The silica ends with nearly the whole voltage.

In the second, the silica leaks more, as a defective oxide might: g_f = 10⁻¹² S/m and g_ox = 10⁻¹⁰ S/m. Then G_f = 10⁻⁵ S/m² and G_ox = 10⁻² S/m². The relaxation time is 9.2 s. After one relaxation time the film already has 64.5 %, and its final share is 99.9 %. Under a steady voltage, the answer to (a) is then reversed.

The second case also shows that t ≪ τ is not a sufficient condition for an accurate film share. At t = 0.01 τ the share has risen from 3.75 % to 4.71 %, about a quarter of its initial value. For short times the exponential gives a change of (s − f) t/τ. This is small relative to f if

t ≪ τ f/|s − f|.

With s near 1, the right-hand side is about τ/25.6, so the film share is disturbed early. At t = 0.01 τ the silica still has more than 95 %.

For a sinusoidal drive, put V and V_f proportional to exp(iωt) in the differential equation, so that each time derivative becomes a factor iω:

V_f/V = (G_ox + iω C_ox)/(G_f + G_ox + iω (C_f + C_ox)).

This reduces to f when ω C_ox ≫ G_ox and ω (C_f + C_ox) ≫ G_f + G_ox. In the second case the first condition is the stricter one. It requires ω to be well above 10⁻² S/m² divided by 3.45 × 10⁻³ F/m², or about 3 s⁻¹. With the chosen conductivities, a modulation at megahertz or gigahertz frequencies satisfies this easily. The permittivities and conductivities must, however, be those at the drive frequency. Dielectric loss in the film adds G_f = ω C_f tan δ, which grows with ω, so the second condition also requires tan δ ≪ 1. At tan δ = 0.3 the film share is 4 % below f and shifted in phase by 16°.

**(e) The cost to a modulator**

In the linear Pockels effect the change of refractive index is proportional to the change of the field in the film, and thus to f V. To obtain the same index change as with V directly across the film, one must apply V/f. The voltage rises by the factor

1/f = 1 + r = 26.6.

This is the factor for the index of the film itself, with ideal electrodes. Two corrections apply to a real device. Screening in the electrodes, or a dead layer, adds its own d/ε in series: 0.015 nm per face, for example, leaves only 77 % of V on the film without silica and lowers the factor to about 21. The silica also changes the optical mode and how strongly it responds to the film index, which this factor does not include.

The higher voltage may not be available, because most of it falls across the oxide. To put 1 V on the film one needs 26.6 V in total, of which 25.6 V lies across 10 nm of silica. The field there would be 25.6 V/10 nm, or about 2600 MV/m. This is well above the breakdown field of silica films, which is of the order of 1000 MV/m, so this stack could not be driven that way. These figures assume a constant permittivity. At 10 MV/m the induced displacement is ε₀ ε_f E_f = 0.089 C/m², comparable with a spontaneous polarization, so a polarized film is no longer linear there: its differential permittivity falls for one polarity, and it may switch for the other. The 26.6 V indicates the scale only.

Suppose that the silica field is to stay below a chosen ceiling of 500 MV/m. Let P + σ = 0, as for a polarized film whose bound charge at the inner interface is compensated by free charge. The interface condition then limits the film field to

E_f = (ε_ox/ε_f) E_ox = 0.0039 × 500 MV/m = 1.95 MV/m.

The applied voltage at this point is the sum of the two drops:

V = 500 MV/m × 10 nm + 1.95 MV/m × 100 nm = 5.00 V + 0.195 V = 5.2 V.

For comparison, 1 V directly across the film would give 10 MV/m. The thicknesses do not enter the limit on E_f. At a given silica field, a thinner oxide lowers the voltage required but does not raise the film field that can be reached, as long as the oxide still insulates. What the ceiling fixes exactly is the displacement ε₀ ε_ox E_ox; the value 1.95 MV/m holds to the extent that the film is linear over this range. Within this geometry, at fixed permittivities and with P + σ = 0, a larger film field requires either a higher permitted field in the oxide or the removal of the oxide from the path of the field.

Computed results

```
Film thickness: 100 nm
Film relative permittivity: 1000 (dimensionless)
Silica thickness: 10 nm
Silica relative permittivity: 3.9 (dimensionless)
Applied voltage: 1.0 V
Film d/eps: 0.1000 nm
Silica d/eps: 2.5641 nm
Film voltage fraction: 0.03754 (dimensionless)
Film voltage share: 3.75 %
Silica voltage share: 96.25 %
Film voltage: 37.54 mV
Silica voltage: 962.46 mV
Silica-to-film voltage ratio: 25.64 (dimensionless)
Film field: 0.3754 MV/m
Silica field: 96.25 MV/m
Film areal capacitance: 88.542 mF/m^2
Silica areal capacitance: 3.453 mF/m^2
Series areal capacitance: 3.324 mF/m^2
Silica thickness for equal split: 0.390 nm
Voltage penalty 1/f: 26.64 (dimensionless)
Film share with 1 nm silica: 28.06 %
Film share with 2 nm silica: 16.32 %
Film share with 5 nm silica: 7.24 %
Film share with 20 nm silica: 1.91 %
Film share at film permittivity 500: 7.24 %
Film share at film permittivity 2000: 1.91 %
Chosen silica field ceiling: 500 MV/m
Applied voltage at ceiling: 5.195 V
Film field at ceiling: 1.950 MV/m
Chosen fixed polarization: 1.0 mC/m^2
Film voltage shift from polarization: -10.87 mV
Total film voltage with polarization: 26.67 mV
Leaky film: film conductivity: 1.0e-10 S/m
Leaky film: silica conductivity: 1.0e-14 S/m
Leaky film: relaxation time: 91.90 s
Leaky film: film share at 0.01 relaxation time: 3.72 %
Leaky film: film share after one relaxation time: 1.44 %
Leaky film: final film share: 0.100 %
Leaky oxide: film conductivity: 1.0e-12 S/m
Leaky oxide: silica conductivity: 1.0e-10 S/m
Leaky oxide: relaxation time: 9.19 s
Leaky oxide: film share at 0.01 relaxation time: 4.71 %
Leaky oxide: film share after one relaxation time: 64.53 %
Leaky oxide: final film share: 99.900 %
```
